# Why one rubidium D2 line has several saturation intensities

## Question

I am converting fluorescence from cold rubidium-87 into an atom number, and I need the saturation intensity of the D2 line. I have met three values: 1.67, 2.50 and 3.58 mW/cm², labelled "cycling", "far-detuned linear" and "isotropic". The line has one wavelength and one natural linewidth (I use $\lambda=780.241$ nm and $\Gamma/2\pi=6.066$ MHz), and for a two-level atom those two fix the saturation intensity. Why are there three numbers? Where does each factor come from, and may I put any of them into the usual two-level formula?

## Answer

The linewidth is shared by all the excited sublevels, but the strength with which light drives an atom is not. It depends on the polarization, on the detuning, and on the sublevel the atom occupies. Wavelength and linewidth fix one intensity scale; the rest is a numerical factor from angular momentum.

### What the two-level formula defines

Write the field as $\tfrac12 E_0\boldsymbol\epsilon e^{-i\omega_L t}+\text{c.c.}$ with $|\boldsymbol\epsilon|=1$, so that $I=\tfrac12\varepsilon_0cE_0^2$. For one ground state $g$ and one excited state $e$, let $d=|\langle e|\mathbf d\cdot\boldsymbol\epsilon|g\rangle|$, $\Omega=dE_0/\hbar$ and $\Delta=\omega_L-\omega_0$. In the rotating-wave approximation,

$$\dot\rho_{eg}=\left(i\Delta-\tfrac{\Gamma}{2}\right)\rho_{eg}-\tfrac{i\Omega}{2}(\rho_{gg}-\rho_{ee}),$$

$$\dot\rho_{ee}=-\Omega\,\mathrm{Im}\,\rho_{eg}-\Gamma\rho_{ee}.$$

In the steady state the first equation gives

$$\rho_{eg}=-\frac{i\Omega}{2}\,\frac{\rho_{gg}-\rho_{ee}}{\Gamma/2-i\Delta}.$$

Its imaginary part turns the second into $\Gamma\rho_{ee}=R(\rho_{gg}-\rho_{ee})$, with

$$R=\frac{\Omega^2\Gamma}{\Gamma^2+4\Delta^2}=\Gamma\,\frac{s/2}{1+4\Delta^2/\Gamma^2},\qquad s=\frac{2\Omega^2}{\Gamma^2}.$$

Since $\rho_{gg}=1-\rho_{ee}$, we get $\rho_{ee}=R/(\Gamma+2R)$, or

$$\rho_{ee}=\frac{s/2}{1+4\Delta^2/\Gamma^2+s}.$$

The saturation intensity is defined by $s=I/I_{\rm sat}$. Substituting $E_0^2=2I/(\varepsilon_0c)$ into $s=2d^2E_0^2/(\hbar\Gamma)^2$ gives

$$I_{\rm sat}=\frac{\varepsilon_0c\hbar^2\Gamma^2}{4d^2}.$$

On resonance at $I=I_{\rm sat}$ a quarter of the population is excited. The ambiguity sits in $d^2$.

### Cycling light: factor 1

Take $\sigma^+$ light on $F=2,m=2\to F'=3,m=3$. The upper state can decay only to $m=2,3$ or 4, and the only such ground state is the one it came from. This is a real two-level system, and its one dipole $d_c$ must account for the whole of $\Gamma$.

Fermi's golden rule uses the squared coupling $\hbar\omega|\mathbf d\cdot\mathbf e^*|^2/(2\varepsilon_0V)$ to each mode of polarization $\mathbf e$, and the mode density $V\omega^2/(8\pi^3c^3)$ per unit frequency and solid angle:

$$\Gamma=\frac{2\pi}{\hbar^2}\,\frac{V\omega^2}{8\pi^3c^3}\,\frac{\hbar\omega}{2\varepsilon_0V}\int d\Omega_k\sum_{\mathbf e}|\mathbf d\cdot\mathbf e^*|^2.$$

The two polarizations span the plane normal to $\hat{\mathbf k}$, so the sum is $|\mathbf d|^2-|\hat{\mathbf k}\cdot\mathbf d|^2$. The second term averages to $|\mathbf d|^2/3$ over directions. The integral is therefore $4\pi(1-\tfrac13)d_c^2=8\pi d_c^2/3$, for circular and linear dipoles alike, and

$$\Gamma=\frac{\omega^3d_c^2}{3\pi\varepsilon_0\hbar c^3}.$$

Eliminating $d_c^2$ from $I_{\rm sat}$, and then using $\omega=2\pi c/\lambda$,

$$I_{\rm cyc}=\frac{\hbar\omega^3\Gamma}{12\pi c^2}=\frac{\pi hc\,\Gamma}{3\lambda^3}.$$

With your inputs, $\lambda=780.241$ nm and $\Gamma/2\pi=6.066$ MHz, we have $\Gamma=3.8114\times10^7$ s⁻¹:

$$I_{\rm cyc}=\frac{\pi(6.626\times10^{-34})(2.998\times10^{8})(3.8114\times10^{7})}{3(7.80241\times10^{-7})^3}\ \text{W/m}^2,$$

which is 16.69 W/m², or **1.67 mW/cm²**. The corresponding dipole is $d_c=2.99\,ea_0$.

### A counting rule for the other strengths

Write each spherical component of the dipole operator, from ground to excited states, as $d_cD_q$, with $q=0,\pm1$ for $\pi$ and $\sigma^\pm$ absorption. The stretched element of $D_{+1}$ is then 1. By the Wigner–Eckart theorem, the elements of $D_q$ between two levels are proportional to the amplitudes for combining the lower angular momentum with a spin 1 of projection $q$.

When the upper angular momentum is the lower one plus 1, these amplitudes follow from counting. A spin $j$ is the symmetric state of $2j$ spins ½. The upper state, with $n=2j+2$ such spins and $k$ of them up, is an equal superposition of all $\binom nk$ arrangements. Let two of the spins represent the spin 1. The probability that they contain $q+1$ ups is

$$|\langle M|D_q|M-q\rangle|^2=\frac{\binom{2}{q+1}\binom{n-2}{k-q-1}}{\binom nk},\qquad k=\tfrac n2+M.$$

The stretched element comes out as 1, so the scale is right. For each upper state the three probabilities add to 1. Since $\sum_qD_qD_q^\dagger$ is rotationally invariant, it is therefore the identity on the upper level, which expresses the common decay rate $\Gamma$.

### Far-detuned linear light: factor 3/2

First leave out the nuclear spin. For $J=\tfrac12\to J'=\tfrac32$ we have $n=3$. The upper state $M=\tfrac12$ has $k=2$, giving

$$|\langle\tfrac12|D_0|\tfrac12\rangle|^2=\frac{2\cdot1}{3}=\frac23,\qquad |\langle\tfrac12|D_{+1}|-\tfrac12\rangle|^2=\frac13.$$

By reflection, $\pi$ light has strength 2/3 from $m_J=-\tfrac12$ as well. It does not change $m_J$, so on the ground level $D_0^\dagger D_0=\tfrac23\times$ identity.

Now restore the nucleus. The ground state $|g\rangle$ has a definite $F$ and the excited states are split into $F'=0,\dots,3$. In weak light the excited amplitudes follow from $\rho_{eg}$ above with $\rho_{gg}\approx1$. The excited population decays at $\Gamma$ whatever superposition it is in, so the scattering rate is

$$R_g=\Gamma\sum_e\frac{(\Omega_c^2/4)\,|\langle e|D_0|g\rangle|^2}{\delta_e^2+\Gamma^2/4},\qquad \Omega_c=\frac{d_cE_0}{\hbar},$$

where $\delta_e$ is the detuning from $e$. If the light is much farther away than the excited hyperfine splitting, all $\delta_e\approx\Delta$ and the denominator leaves the sum. Completeness of the excited states then gives

$$\sum_e|\langle e|D_0|g\rangle|^2=\langle g|D_0^\dagger D_0|g\rangle=\frac23.$$

The operator acts on the electron alone and is a multiple of the identity there, so neither $F$, $m$ nor the nuclear state matters for this sum. The detuning $\Delta$ is still counted from the ground level the atom occupies. Hence $d^2=\tfrac23d_c^2$, and

$$I_{\rm far,lin}=\tfrac32I_{\rm cyc}=\mathbf{2.50\ mW/cm^2}.$$

This number belongs to the whole D2 line, not to one hyperfine transition. The detuning must also stay small compared with the fine-structure splitting, because the D1 line has been left out.

To see how the limit is reached, set $\delta_e=\Delta+h_e$ for light above all the excited levels, where $h_e$ is the depth of $e$ below $F'=3$. To first order in $h_e/\Delta$, and with $\Delta\gg\Gamma$, the factor is $\tfrac32(1+2\bar h/\Delta)$, where $\bar h$ is the average of $h_e$ weighted by line strength. Take round model splittings, with $F'=2,1,0$ lying 45, 70 and 80 $\Gamma$ below $F'=3$. An atom in $F=2,m=2$ has strength 1/3 to $F'=3$, as found below, and the remaining 1/3 to $F'=2$. So $\bar h=22.5\,\Gamma$, and at $\Delta=1000\,\Gamma$ the estimate is $1.5\times1.045=1.568$. The full scattering sum gives 1.566, and at $10^4\,\Gamma$ it gives 1.507. On the $F'=3$ resonance the same atom has a factor of 3.00. These factors hold only while the atom stays in $F=2$. In real rubidium-87 the ground levels are 6.83 GHz, or about $1127\,\Gamma$, apart, so light at $\Delta=1000\,\Gamma$ lies only about $45\,\Gamma$ below $F=1\to F'=0$. About a quarter of the scattering events leave the atom in $F=1$, where this light scatters roughly 300 times faster; at $10^4\,\Gamma$ the ratio is still 1.26. One rate for both ground levels needs a detuning large compared with the ground splitting as well.

The word "linear" matters. Far-detuned $\sigma^+$ light has strength 1 from $m_J=+\tfrac12$ and 1/3 from $m_J=-\tfrac12$. In $F=2$, viewed as four symmetric spins ½, the electron is up with probability $\tfrac12+\tfrac m4$. The strength is then

$$\left(\tfrac12+\tfrac m4\right)+\tfrac13\left(\tfrac12-\tfrac m4\right)=\tfrac23+\tfrac m6,$$

which runs from 1/3 at $m=-2$ to 1 at $m=2$.

### Isotropic light: factor 15/7

Here the light is tuned to $F=2\to F'=3$, and its intensity is shared equally among three polarizations with no fixed phase relation. From here on $D_q$ is restricted to these two levels. An $F'=3$ state cannot decay to $F=1$, since $F$ changes by at most 1. The sum $\sum_qD_qD_q^\dagger$ is thus still the identity on the seven upper states, and the total strength is

$$\sum_q\mathrm{Tr}(D_q^\dagger D_q)=\sum_q\mathrm{Tr}(D_qD_q^\dagger)=7.$$

The operator $\sum_qD_q^\dagger D_q$ is rotationally invariant, so the five ground states share this total equally, 7/5 each. Each polarization carries a third of the intensity:

$$\frac{d^2}{d_c^2}=\frac13\cdot\frac75=\frac7{15},\qquad I_{\rm iso}=\tfrac{15}7I_{\rm cyc}=\mathbf{3.58\ mW/cm^2}.$$

The same result can be read as a share of the whole line. The count for the whole line gives $4/2=2$ per ground state, or $\tfrac23$ per polarization. So $F'=3$ holds $(7/5)/2=7/10$ of the strength available from $F=2$, and $\tfrac7{15}=\tfrac7{10}\cdot\tfrac23$. The program obtains the share $7/10$ independently from a $6j$ symbol.

The value also applies to light of any one polarization if the five ground states are equally populated, because $\mathrm{Tr}(D_q^\dagger D_q)=7/3$ for each $q$. That holds until optical pumping changes the populations.

### Resonant linear light is a fourth case

Do not use 2.50 mW/cm² for linear light resonant with $F=2\to F'=3$. The counting rule with $n=6$ gives the $\pi$ strengths

$$c_0=\frac{2\cdot6}{20}=\frac35,\quad c_{\pm1}=\frac{2\cdot4}{15}=\frac8{15},\quad c_{\pm2}=\frac{2\cdot1}{6}=\frac13.$$

They depend on $m$, so the answer depends on where pumping puts the atoms. The light itself conserves $m$; only spontaneous emission changes it. In the steady state, the decays from excited $m$ to ground $m+1$ must balance those from excited $m+1$ to ground $m$. Let $p_m$ be the fraction of the excited population in sublevel $m$. The same rule supplies the branching ratios:

$$\tfrac15p_0=\tfrac25p_1,\qquad \tfrac1{15}p_1=\tfrac23p_2.$$

Thus $p_0:p_1:p_2=20:10:1$. Counting both signs of $m$, the sum is $20+2\cdot10+2\cdot1=42$, so the fractions are 20/42, 10/42 and 1/42.

With $N_e$ the total excited fraction, each driven pair obeys $\Gamma p_mN_e=c_mR\,(n_m-p_mN_e)$. Here $n_m$ is the ground population and $R$ is the two-level rate for $s=I/I_{\rm cyc}$. Solving for $n_m$ and summing over $m$,

$$1-N_e=N_e\left(1+\frac{\Gamma}{R}\,\kappa\right),\qquad \kappa=\sum_m\frac{p_m}{c_m}.$$

Then $N_e=R/(2R+\kappa\Gamma)$, which is the two-level formula with $I_{\rm sat}=\kappa I_{\rm cyc}$. Numerically,

$$\kappa=\frac{20}{42}\cdot\frac53+\frac{20}{42}\cdot\frac{15}8+\frac2{42}\cdot3=\frac{461}{252}=1.829,$$

or 3.05 mW/cm². The $p_m$ do not depend on intensity, so the two-level form survives at any $s$ within this model, which ignores off-resonant excitation of $F'=1$ and $F'=2$. Those two levels can decay to $F=1$, so in practice a repumping beam must return the lost atoms to $F=2$. Steady states of the master equation for the sublevels of $F=2$ and $F'=3$, tested at three combinations of intensity and detuning, agree.

### May you use the two-level formula?

For cycling light, yes. For pumped resonant linear light, yes, with 3.05 mW/cm², as long as repumping keeps the atoms in $F=2$. The far-detuned value was derived here as a weak-excitation rate for an atom in a given ground state. If hyperfine structure is absent altogether, both $m_J$ states are driven with strength 2/3, and the two-level form holds beyond weak light too.

Isotropic light is different, because five lower states face seven upper ones. Let $x=I/I_{\rm iso}$. On resonance, each ground state is excited at the rate $\Gamma x/2$, which is $R$ at $\Delta=0$ with $s=x$. The total upward and stimulated downward strengths are equal, so each upper state is stimulated down at $\tfrac57\Gamma x/2$. With populations uniform within each level, the balance is

$$\frac{\Gamma x}{2}(1-N_e)=N_e\left(\Gamma+\frac57\,\frac{\Gamma x}{2}\right).$$

The terms in $x$ multiplying $N_e$ add to $\tfrac x2\left(1+\tfrac57\right)=\tfrac67x$, so

$$N_e=\frac{x/2}{1+\tfrac67x}.$$

In this rate model the strong-light limit is 7/12, not 1/2. Half of that limit is reached at $x=7/6$, or 4.17 mW/cm². The 3.58 mW/cm² therefore fixes the weak-light slope, not the knee of the curve. At $x=1$ the excited fraction is 0.269 rather than 0.25. These are rate equations: they assume mutually incoherent polarizations and also drop coherences between sublevels. The second step is a separate approximation. If the relative phases drift more slowly than the light pumps the atoms, those coherences matter at any intensity, because the atoms adapt to the polarization of the moment. The excited fraction then lies above the value given here in weak light, and in strong light it approaches 1/2 instead of 7/12. Overlapping laser beams with fixed phases form a local polarization pattern and need not obey them.

### What this does to an atom number

Put the same resonant intensity, $I=I_{\rm cyc}=1.67$ mW/cm², on the atom in three ways:

- **Cycling:** $N_e=\dfrac{1/2}{1+1}=0.250$, and $\Gamma N_e=9.53\times10^6$ photons per second.
- **Linear, after pumping:** $N_e=\dfrac1{2(1+1.829)}=0.177$, and $6.74\times10^6$ per second.
- **Isotropic, in the rate model:** $x=7/15$, so $N_e=\dfrac{7/30}{1+2/5}=0.167$, and $6.35\times10^6$ per second.

Suppose the light is isotropic but you use the cycling value. You then credit each atom with $0.250/0.167=1.5$ times its true rate in this model, and your atom number comes out at two thirds of the correct one. That figure belongs to the rate model only. At this intensity pumping takes just a few lifetimes, so the phases cannot drift both faster than pumping and much slower than $\Gamma$. If the phases of the $\sigma^+$, $\pi$ and $\sigma^-$ components diffuse independently, the master equation gives $N_e=0.214$, 0.168 and 0.142 for component linewidths of 0.002, 0.06 and 0.2 $\Gamma$. With frozen phases $N_e$ lies between about 0.18 and 0.25. In resonant light so weak that pumping is slower than the drift of the relative phases, with that drift itself much slower than $\Gamma$, the error grows to the full ratio of strengths, and you would report 7/15 of the atoms. All these are total rates, and a detector also sees the emission pattern. Relative to isotropic emission, the signal along the quantization axis and at right angles to it is 1.5 and 0.75 for cycling light, and 0.67 and 1.17 for pumped linear light. The numerical output below lists the factors and rates.

So when a saturation intensity is quoted, ask for three things: the polarization, the detuning compared with the hyperfine splitting, and the distribution over ground sublevels.

## Values computed for the example and the checks

```
input wavelength: 780.241 nm
input linewidth Gamma/2pi: 6.066 MHz
decay rate Gamma: 38.114 10^6/s
radiation pattern integral, circular: 8.37758
radiation pattern integral, linear: 8.37758
cycling dipole: 2.989 e*a0
relative squared dipoles (cycling = 1):
  far-detuned linear: 0.66667
  isotropic F=2->F'=3: 0.46667
  share of line strength in F=2->F'=3: 0.7000
  resonant linear, m=-2..2: [0.3333 0.5333 0.6    0.5333 0.3333]
  far-detuned circular, m=-2..2: [0.3333 0.5    0.6667 0.8333 1.    ]
saturation intensities:
  cycling: factor 1.0000, 1.669 mW/cm^2
  far-detuned linear: factor 1.5000, 2.504 mW/cm^2
  isotropic, weak light: factor 2.1429, 3.577 mW/cm^2
  resonant linear, pumped: factor 1.8294, 3.054 mW/cm^2
  isotropic, half of limit: factor 2.5000, 4.173 mW/cm^2
factor of J=1/2->3/2 atom, linear light: 1.5000
excited weights, resonant linear, m=-3..3: [0.     0.0238 0.2381 0.4762 0.2381 0.0238 0.    ]
factor against detuning, linear light, model splittings:
  detuning 0 Gamma: m=0 1.6667, m=2 2.9996
  detuning 100 Gamma: m=0 1.6050, m=2 2.0330
  detuning 1000 Gamma: m=0 1.5192, m=2 1.5660
  detuning 10000 Gamma: m=0 1.5021, m=2 1.5067
isotropic limit of excited fraction: 0.5833
isotropic excited fraction at I_iso: 0.2692
resonant light at the common intensity 1.669 mW/cm^2:
  cycling: excited fraction 0.2500, scattering rate 9.528 10^6/s
  linear, pumped: excited fraction 0.1767, scattering rate 6.735 10^6/s
  isotropic: excited fraction 0.1667, scattering rate 6.352 10^6/s
```
